\section*{Landau levels in graphene under real and strain-induced magnetic fields}

\section*{Problem}

A graphene sheet lies in a real magnetic field of 10 T, normal to its plane. A strain gradient adds a pseudomagnetic field of 6 T. The Fermi velocity is $v=10^6$ m/s. Find the energy of the first Landau level in each valley, measured from the zeroth level.

Both fields are taken as uniform over the electron's orbit, and the bands as linear and isotropic. Scattering between valleys, spin splitting, disorder, electron interactions and any scalar potential are left out at first. The algebra uses atomic units, $\hbar=e=m_e=1$, with electron charge $-1$.

\section*{Hints}

\begin{enumerate}
\item A real vector potential shifts the momentum the same way in both valleys. Strain respects time reversal, which exchanges the valleys. What does this imply for the sign of its momentum shift?
\item Write the Hamiltonian near one Dirac point as an operator $D$ and its adjoint connecting the two sublattices. Square it and look for a harmonic oscillator.
\item The energy depends on the magnitude of the total field. Its sign shows up elsewhere: ask which sublattice carries the zero-energy state.
\end{enumerate}

\section*{Solution}

\subsection*{How strain enters}

Let $x$ run along the zigzag direction and $y$ along the armchair direction. Let $d$ be the bond length and $a=\sqrt3\,d$ the lattice constant. From an A atom, one upright bond leads to $(0,-d)$ and two slanted bonds lead to $(\pm a/2,\,d/2)$. With hoppings $t_u$ and $t_s$, the matrix element from B to A is
\begin{equation}
f=e^{ik_yd/2}\left[2t_s\cos\frac{k_xa}{2}+t_u e^{-3ik_yd/2}\right].
\end{equation}
The overall sign of the hopping is immaterial, because it can be absorbed in the sign of the B amplitude.

Without strain, $t_s=t_u=t$, and $f$ vanishes at $k_x=2\pi\tau/(3a)$, $k_y=2\pi/(3d)$, where $\tau=\pm1$ labels the valley. Let $q_x,q_y$ be measured from that point. To first order, using $\sqrt3\,a=3d$,
\begin{align}
2\cos\left(\frac{\tau\pi}{3}+\frac{q_xa}{2}\right)&=1-\tau\frac{\sqrt3\,a}{2}q_x=1-\tau\frac{3d}{2}q_x,\\
e^{-3ik_yd/2}&=-1+i\frac{3d}{2}q_y .
\end{align}
The prefactor is a constant phase at this order and can be absorbed in the B amplitude. With $v=3dt/2$ and small hopping changes $\delta t_s,\delta t_u$,
\begin{equation}
f=-\tau vq_x+ivq_y+\delta t_s-\delta t_u .
\end{equation}

Take the displacement $u_y=gy^2/2$, $u_x=0$, so that the strain is $\varepsilon_{yy}=gy$. An upright bond stretches by the fraction $gy$. A slanted bond has direction cosine $1/2$ along $y$ and stretches by $gy/4$. If $\beta$ is the fractional loss of hopping per fractional stretch, then
\begin{equation}
\delta t_s-\delta t_u=-\frac{\beta tgy}{4}+\beta tgy
=\frac34\beta tgy=v\frac{\beta g}{2d}y ,
\end{equation}
where the last step uses $t=2v/(3d)$.

For the real field choose $A_x=-By$, which gives $B_z=-\partial_yA_x=B$. An electron of charge $-1$ has kinetic momentum $p+A$, so $q_x$ becomes $k_x-By$, where $k_x$ is from here on measured from the Dirac point. Collecting terms,
\begin{equation}
f=-\tau v\left[k_x-(B+\tau B_s)y\right]+ivq_y,\qquad
B_s=\frac{\beta g}{2d}.
\end{equation}
The total field is therefore
\begin{equation}
B_\tau=B+\tau B_s .
\end{equation}
K denotes the valley $\tau=+1$, where the fields add for positive $B$ and $g$. Reversing either one exchanges the roles of the valleys. This derivation keeps leading order in strain and momentum and neglects the variation of $v$ with position.

\subsection*{The energy levels}

Put $q_y=-i\,d/dy$, $b=\tau B_\tau$ and $u=y-k_x/B_\tau$. Then $f=vD$, with
\begin{equation}
D=\frac{d}{du}+bu,\qquad D^\dagger=-\frac{d}{du}+bu .
\end{equation}
The sublattice amplitudes obey $E\psi_A=vD\psi_B$ and $E\psi_B=vD^\dagger\psi_A$. Applying one equation after the other gives $E^2\psi_B=v^2D^\dagger D\psi_B$. The product rule gives
\begin{align}
D^\dagger D&=-\frac{d^2}{du^2}+b^2u^2-b,\\
DD^\dagger&=-\frac{d^2}{du^2}+b^2u^2+b,
\end{align}
so $DD^\dagger=D^\dagger D+2b$.

Take $b>0$ first. If $D^\dagger D\chi=\lambda\chi$, then
\begin{equation}
D^\dagger D(D^\dagger\chi)=D^\dagger(D^\dagger D+2b)\chi=(\lambda+2b)D^\dagger\chi .
\end{equation}
Thus $D^\dagger$ raises $\lambda$ by $2b$, and in the same way $D$ lowers it by $2b$. Since $\lambda$ cannot be negative, the descent must end at a state with $D\chi=0$. That state is $e^{-bu^2/2}$, with $\lambda=0$. Hence $\lambda=2bn$ with $n=0,1,2,\dots$ For $b<0$ the two sublattices exchange roles and $b$ is replaced by $|b|$. In both cases
\begin{equation}
E_n=\pm v\sqrt{2|B_\tau|n}.
\label{levels}
\end{equation}
The zeroth level stays at zero energy, and $n=1$ is the first level asked for. The two signs are its electron and hole branches.

\subsection*{Numbers}

The effective fields are $10+6=16$ T in K and $10-6=4$ T in K$'$. One atomic unit of field is $2.35052\times10^5$ T, so these are $6.8070\times10^{-5}$ and $1.7018\times10^{-5}$. The velocity is $0.45710$. Equation (\ref{levels}) gives
\begin{align}
|E_1(\mathrm K)|&=0.45710\sqrt{2(6.8070\times10^{-5})}\nonumber\\
&=5.333\times10^{-3}\ \text{hartree}=0.1451\ \text{eV},\\
|E_1(\mathrm K')|&=0.45710\sqrt{2(1.7018\times10^{-5})}\nonumber\\
&=2.667\times10^{-3}\ \text{hartree}=0.0726\ \text{eV}.
\end{align}

The first levels are thus at $\pm0.1451$ eV in K and $\pm0.0726$ eV in K$'$. A fourfold ratio of fields gives a twofold ratio of energies. For the same reason the $n=1$ level of K coincides with the $n=4$ level of K$'$ in this linear model.

Either field alone leaves the valleys degenerate: the first level would be at 0.1147 eV for the real field and 0.0889 eV for the pseudofield. The splitting needs both. If $B=B_s$, the total field in K$'$ vanishes. Then $|f|^2=v^2(k_x^2+q_y^2)$, and that valley has a continuous Dirac cone instead of Landau levels. Close to this point the magnetic length $|B_\tau|^{-1/2}$ outgrows any real strained region, and the assumption of uniform fields fails.

\subsection*{What a strained sheet would change}

For graphene, take the rough values $a=0.246$ nm and $\beta=3$. The magnetic length in K$'$ is 12.83 nm at 4 T. Its square scales as the inverse field, so $g=2dB_s/\beta$ becomes
\begin{equation}
g=\frac{2(0.1420\ \text{nm})}{3}\,
\frac{6}{4(12.83\ \text{nm})^2}
=8.63\times10^{-4}\ \text{nm}^{-1}.
\end{equation}
The strain changes by about 9\,\% over 100 nm. This value lets both sublattices follow the displacement field. If one sublattice relaxes against the other, as in a bond-and-angle model with a Poisson ratio of 0.15 to 0.20, the pseudofield for a given $g$ falls to about 0.7 of the formula, and $g$ must rise to about $1.2\times10^{-3}$ nm$^{-1}$. The displacement is also chosen for simplicity and is not an elastic equilibrium under edge forces alone: with an in-plane stiffness of about 350 N/m, holding it needs a distributed in-plane force of about 0.3 GPa. A nearest-neighbour tight-binding ribbon with displaced atoms and exponential hoppings shows how much position matters even when the gradient is constant. At its centre the first levels are 0.1451 eV in K and 0.0724 eV in K$'$. At 20 nm from the centre, where the strain is 1.73\,\% in magnitude, they are:
\begin{center}
\begin{tabular}{lcc}
Valley & Compressed side & Stretched side\\
K & 0.1497 eV & 0.1407 eV\\
K$'$ & 0.0691 eV & 0.0748 eV
\end{tabular}
\end{center}
These shifts are about 3 to 5\,\% of the central values. They do not change with the ribbon width, but they depend on the assumed hopping law. With hoppings linear in bond length, the K shifts drop to about 2\,\% and the K$'$ trend reverses, giving 0.0732 eV on the compressed side and 0.0716 eV on the stretched side. The ribbon also puts the $n=4$ level of K$'$ at 0.1436 eV, so the coincidence with K is only approximate there.

Other omitted energies set conditions on resolving the levels. A rough scattering time of 0.1 ps gives a broadening of 0.0066 eV, well below either first-level energy. The spin splitting is 0.00116 eV for a $g$-factor of 2. The thermal energy is 0.00036 eV at 4.2 K but 0.02585 eV at 300 K, over a third of the K$'$ spacing. With a rough dielectric constant of 4, the Coulomb energy at one magnetic length is about 0.06 eV in K and 0.03 eV in K$'$. These are interaction scales, not calculated level shifts, but they are large enough that the single-particle energies should not be read as precise predictions.

\section*{Variation 1: a weaker real field}

\textbf{Keep the strain fixed and lower the real field to 2 T. What changes?}

The total fields become $2+6=8$ T in K and $2-6=-4$ T in K$'$. The K$'$ level remains at 0.0726 eV, since the magnitude of its field is unchanged. The K level is now larger than this by $\sqrt{8/4}=\sqrt2$.

The reversed sign in K$'$ appears in the zeroth level. When $b>0$, the normalizable zero-energy state satisfies $D\psi_B=0$ and lives on B. When $b<0$, it satisfies $D^\dagger\psi_A=0$ and lives on A. Since $b=\tau B_\tau$:
\begin{itemize}
\item at 10 T, $b$ is positive in K and negative in K$'$, so the two zeroth levels occupy opposite sublattices;
\item at 2 T, $b$ is positive in both valleys, so both occupy B.
\end{itemize}
The tight-binding ribbon confirms this. Away from its edges, the polarization $(A-B)/(A+B)$ is $-1.000$ in K and $+1.000$ in K$'$ at 10 T, and $-1.000$ in both at 2 T. With uniform fields, the first K$'$ energy alone does not distinguish the two cases.

\section*{Variation 2: a scalar potential from the strain}

\textbf{Return to 10 T. Suppose strain also shifts both sublattices by the energy $C\varepsilon_{yy}$. How does the first-level spacing change at fixed $k_x$?}

The added energy is $Fy$, with $F=Cg$. Measure $y$ from the orbit centre, which moves the constant $Fk_x/B_\tau$ into the energy, and call the remaining energy $E'$. Let $p=-i\,d/du$ and $r=F/(v|b|)$, with $0\le r<1$. For $b>0$ the Dirac equation, divided by $v$, is
\begin{equation}
\left[bu(\sigma_x+r)-p\sigma_y-E'/v\right]\psi=0 .
\end{equation}
For $b<0$, conjugation by $\sigma_z$ restores a positive coefficient of $u\sigma_x$ and reverses the sign of the $p$ term, which does not affect the levels.

Set $\psi=S\phi$ with $S=e^{-\theta\sigma_x/2}$, and multiply from the left by $S$. Because $\sigma_y$ anticommutes with $\sigma_x$, $S\sigma_yS=\sigma_y$. Also $S^2=\cosh\theta-\sigma_x\sinh\theta$. Choose $\tanh\theta=r$ and write $\gamma=\cosh\theta=(1-r^2)^{-1/2}$. Then
\begin{align}
(\sigma_x+r)S^2&=\sigma_x\gamma(1-r^2)=\sigma_x/\gamma,\\
S^2&=\gamma(1-r\sigma_x),
\end{align}
and the equation becomes
\begin{equation}
\left[\left(\frac{bu}{\gamma}+\frac{\gamma rE'}{v}\right)\sigma_x-p\sigma_y-\frac{\gamma E'}{v}\right]\phi=0 .
\end{equation}
The second term in the round brackets merely shifts the orbit centre. What remains is the original problem with field $|b|/\gamma$ and energy $\gamma E'$. Therefore $\gamma E'_n=\pm v\sqrt{2n|b|/\gamma}$, and
\begin{equation}
|E'_1-E'_0|=v\sqrt{2|B_\tau|}\,(1-r^2)^{3/4}.
\end{equation}

With both fields still taken as uniform, the spacing for $C=1$ eV is 0.1448 eV in K and 0.0700 eV in K$'$. For $C=3$ eV it is 0.1423 eV in K, but $r=0.647$ in K$'$ reduces that spacing to 0.0483 eV, about a third below the original answer. These values of $C$ are rough illustrations; the effective one depends on screening. As $r$ grows, the $n=1$ electron and hole orbits shift further in opposite directions, into regions where the pseudofield differs. The formula omits this difference. Adding the scalar term to the ribbon splits the K$'$ spacing at $C=1$ eV into 0.0688 eV for electrons and 0.0706 eV for holes. At $C=3$ eV the hole spacing is 0.052 eV. The electron state is drawn about 70 nm into the compressed side, where the total field is weaker (about 3 T already at 40 nm), and its energy then depends on the ribbon width. The value 0.0483 eV therefore does not describe the electron branch of the ribbon. In the uniform-field model the discrete levels collapse at $r=1$, which corresponds to $C$ of about 5 eV in K$'$ and 19 eV in K. For this displacement the 0.0726 eV result therefore requires the scalar potential to be well screened, and the valley with the smaller total field is the more sensitive to it. The scalar term follows the trace $\varepsilon_{xx}+\varepsilon_{yy}$. A traceless pattern such as $u_x=-2cxy$, $u_y=c(y^2-x^2)$ gives a uniform pseudofield $4\beta c/d$ with no such term at this order.

\section*{Numbers as computed}
\begin{verbatim}
Real field: 10.0 T; pseudofield: 6.0 T
Fermi velocity: 1.00e+06 m/s = 0.45710 a.u.
Atomic unit of magnetic field: 2.35052e+05 T
Lattice constant: 0.246 nm; bond length: 0.1420 nm
Hopping fixed by velocity: 3.090 eV; beta: 3.0
K: effective field 16.0 T = 6.8070e-05 a.u.
K: magnetic length 6.41 nm
K: FIRST LEVEL +/-0.1451 eV = 5.3334e-03 hartree
K: ribbon first level 0.1451 eV, deviation -0.01 %
K': effective field 4.0 T = 1.7018e-05 a.u.
K': magnetic length 12.83 nm
K': FIRST LEVEL +/-0.0726 eV = 2.6667e-03 hartree
K': ribbon first level 0.0724 eV, deviation -0.25 %
Ratio of first levels K/K': 2.0000
Dirac grid: K n=1 0.1451 eV; K' n=4 0.1451 eV
Ribbon: K' n=4 0.1436 eV
First level, real field alone: 0.1147 eV
First level, pseudofield alone: 0.0889 eV
Strain gradient needed: 0.0863 % per nm
Strain change over 100 nm: 8.63 %
Zero-level sublattice polarization (A-B)/(A+B), ribbon:
  real 10 T: K -1.000, K' +1.000
  real 2 T: K -1.000, K' -1.000
Strain at 20 nm from centre: 1.73 %
K: ribbon first level, compressed side 0.1497 eV, stretched side 0.1407 eV
K': ribbon first level, compressed side 0.0691 eV, stretched side 0.0748 eV
Scalar coefficient 1 eV, K: force ratio 0.054, spacing 0.1448 eV (factor 0.998)
Scalar coefficient 1 eV, K': force ratio 0.216, spacing 0.0700 eV (factor 0.965)
Scalar coefficient 3 eV, K: force ratio 0.162, spacing 0.1423 eV (factor 0.980)
Scalar coefficient 3 eV, K': force ratio 0.647, spacing 0.0483 eV (factor 0.665)
K: scalar coefficient for collapse 18.54 eV
K: Coulomb scale, dielectric constant 4: 0.0561 eV
K': scalar coefficient for collapse 4.63 eV
K': Coulomb scale, dielectric constant 4: 0.0281 eV
Zeeman splitting (g = 2): 0.00116 eV
Broadening hbar/time for 0.1 ps: 0.0066 eV
Thermal energy at 4.2 K: 0.00036 eV
Thermal energy at 300.0 K: 0.02585 eV
\end{verbatim}
